# Two-Electron Darwin and Spin-Same-Orbit Terms from the Coulomb Repulsion: a program that tests the result

```python
# RESULT UNDER TEST (atomic units): the no-pair free-particle transformation of
# the Coulomb repulsion V = 1/r12 gives, to order c^-2,
#   V - (pi/c^2) delta(r12)
#     - (1/(2 c^2)) [ s1.(r12 x p1) + s2.(r21 x p2) ] / r12^3
# s = sigma/2 spin, p = -i grad momentum, c speed of light.
# Example: boron 1s2 2s2 2p, restricted open-shell Hartree-Fock.
# Orbitals: k(r) for the s shells, p_x = x f(r) for 2p.
# zeta is defined by the effective operator zeta l.s of the 2p electron.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh
from scipy.integrate import trapezoid, cumulative_trapezoid
from pyscf import gto

c_light = 1.0 / constants.fine_structure
EV = constants.physical_constants['Hartree energy in eV'][0]
ANG = constants.physical_constants['Bohr radius'][0] * 1e10
pi = np.pi

# ---- Test: double commutator with general V and a general two-spinor ----
X = sp.symbols('x y z', real=True)
Vs = sp.Function('V')(*X)
psi = sp.Matrix([sp.Function('a')(*X), sp.Function('b')(*X)])
sig_s = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]


def sigma_p(spinor):
    out = sp.zeros(2, 1)
    for s, x in zip(sig_s, X):
        out += -sp.I * s * spinor.diff(x)
    return out


double_comm = (sigma_p(sigma_p(Vs * psi)) - 2 * sigma_p(Vs * sigma_p(psi))
               + Vs * sigma_p(sigma_p(psi)))
claimed = -sum(sp.diff(Vs, x, 2) for x in X) * psi
for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    cross = -sp.I * (sp.diff(Vs, X[j]) * psi.diff(X[k])
                     - sp.diff(Vs, X[k]) * psi.diff(X[j]))
    claimed += -2 * sig_s[i] * cross
assert all(sp.expand(e) == 0 for e in (double_comm - claimed))

# ---- Test: momentum-space kernel from diagonalized free Dirac matrices ----
sig = [np.array(s.tolist(), dtype=complex) for s in sig_s]
I2 = np.eye(2)


def dot_sigma(v):
    return sum(v[i] * sig[i] for i in range(3))


def free_spinors(p, c):
    off = c * dot_sigma(p)
    h = np.block([[c**2 * I2, off], [off, -c**2 * I2]])
    vec = np.linalg.eigh(h)[1][:, 2:]
    projector = vec @ vec.conj().T
    return projector[:, :2] / np.sqrt(projector[0, 0].real)


def kernel_remainder(c):
    p1, p2 = np.array([0.3, -0.7, 0.5]), np.array([-0.4, 0.2, 0.9])
    q = np.array([0.8, 0.6, -0.3])
    p1n, p2n, q2 = p1 + q, p2 - q, q @ q
    w1 = free_spinors(p1n, c).conj().T @ free_spinors(p1, c)
    w2 = free_spinors(p2n, c).conj().T @ free_spinors(p2, c)
    full = 4 * pi / q2 * np.kron(w1, w2)
    spin = (np.kron(dot_sigma(np.cross(p1n, p1)), I2)
            + np.kron(I2, dot_sigma(np.cross(p2n, p2))))
    pauli = (4 * pi / q2 - pi / c**2) * np.eye(4) + 1j * pi / (c**2 * q2) * spin
    return np.linalg.norm(full - pauli)


kernel_ratio = kernel_remainder(50.0) / kernel_remainder(100.0)
assert abs(kernel_ratio - 16) < 0.5

# ---- Boron Hartree-Fock: s shells closed, one electron in 2p_z ----
basis = [[0, [float(0.05 * 2.5**k), 1.0]] for k in range(14)]
basis += [[1, [float(0.035 * 2.5**k), 1.0]] for k in range(10)]
mol = gto.M(atom='B 0 0 0', basis={'B': basis}, spin=1, verbose=0)
loc = mol.ao_loc_nr()
s_shells = [i for i in range(mol.nbas) if mol.bas_angular(i) == 0]
p_shells = [i for i in range(mol.nbas) if mol.bas_angular(i) == 1]
exp_s = np.array([mol.bas_exp(i)[0] for i in s_shells])
exp_p = np.array([mol.bas_exp(i)[0] for i in p_shells])
idx = [loc[i] for i in s_shells] + [loc[i] + 2 for i in p_shells]
ns = len(s_shells)
sub = np.ix_(idx, idx)
S = mol.intor('int1e_ovlp')[sub]
T = mol.intor('int1e_kin')[sub]
H = T + mol.intor('int1e_nuc')[sub]
eri = mol.intor('int2e')[np.ix_(idx, idx, idx, idx)]


def coulomb(D):
    return np.einsum('ijkl,kl->ij', eri, D)


def exchange(D):
    return np.einsum('ikjl,kl->ij', eri, D)


Dc, Dp = np.zeros_like(S), np.zeros_like(S)
change = 1.0
for cycle in range(300):
    Fp = H + 2 * coulomb(Dc) - exchange(Dc)
    Fs = Fp + coulomb(Dp) - 0.5 * exchange(Dp)
    Cs = eigh(Fs[:ns, :ns], S[:ns, :ns])[1][:, :2]
    Cp = eigh(Fp[ns:, ns:], S[ns:, ns:])[1][:, 0]
    newc, newp = np.zeros_like(S), np.zeros_like(S)
    newc[:ns, :ns] = Cs @ Cs.T
    newp[ns:, ns:] = np.outer(Cp, Cp)
    change = max(abs(newc - Dc).max(), abs(newp - Dp).max())
    Dc, Dp = 0.5 * (Dc + newc), 0.5 * (Dp + newp)
    if change < 1e-9:
        break
assert change < 1e-7
Dc, Dp = newc, newp
Fp = H + 2 * coulomb(Dc) - exchange(Dc)
E_hf = np.sum(Dc * (H + Fp)) + np.sum(Dp * Fp)
E_kin = np.sum((2 * Dc + Dp) * T)
virial = -(E_hf - E_kin) / E_kin
assert abs(virial - 2) < 1e-3

# ---- Radial functions and the derived formulas ----
u = np.linspace(np.log(1e-6), np.log(60.0), 6000)
r = np.exp(u)


def integral(y):
    return trapezoid(y * r, u)


def running(y):
    return cumulative_trapezoid(y * r, u, initial=0.0)


gs = (2 * exp_s / pi)**0.75 * np.exp(-np.outer(r**2, exp_s))
ks = (gs @ Cs).T
dks = ((gs * (-2 * np.outer(r, exp_s))) @ Cs).T
f = ((128 * exp_p**5 / pi**3)**0.25 * np.exp(-np.outer(r**2, exp_p))) @ Cp
assert abs(integral(4 * pi / 3 * r**4 * f**2) - 1) < 1e-5

rho_beta = ks[0]**2 + ks[1]**2
rho_alpha = rho_beta + r**2 * f**2 / 3
contact = integral(4 * pi * r**2 * rho_alpha * rho_beta)
contact_1s = integral(4 * pi * r**2 * ks[0]**4)
darwin = -pi / c_light**2 * contact
darwin_1s = -pi / c_light**2 * contact_1s

inv_r3 = integral(4 * pi / 3 * r * f**2)
zeta_nuc = 5 / (2 * c_light**2) * inv_r3
zeta_dir, zeta_exc = [], []
for k, dk in zip(ks, dks):
    inside = running(8 * pi * r**2 * k**2)
    zeta_dir.append(-integral(4 * pi / 3 * r * f**2 * inside) / (2 * c_light**2))
    outer = running(r * k * f)
    w = 4 * pi / 3 * (running(r**4 * k * f) / r**3 + outer[-1] - outer)
    zeta_exc.append(integral(4 * pi * r**3 / 3 * dk * f * w) / c_light**2)
zeta_dir, zeta_exc = np.array(zeta_dir), np.array(zeta_exc)

# ---- Independent road: integrals over orbitals displaced by +-step along y ----
step = 1e-3
shell_s = [0] + [[float(a), float(v[0]), float(v[1])] for a, v in zip(exp_s, Cs)]
shell_p = [1] + [[float(a), float(v)] for a, v in zip(exp_p, Cp)]
mol3 = gto.M(atom=[['B', (0., 0., 0.)], ['B', (0., step, 0.)],
                   ['B', (0., -step, 0.)]], unit='Bohr',
             basis={'B': [shell_s, shell_p]}, spin=1, verbose=0)
nb = mol3.nbas // 3
fixed = (0, nb, 0, nb)
J0 = mol3.intor('int2e', shls_slice=fixed + fixed).reshape(5, 5, 5, 5)
J1 = mol3.intor('int2e', shls_slice=(nb, 2 * nb, nb, 2 * nb) + fixed)
J1 = J1.reshape(5, 5, 5, 5)
occ_alpha = np.array([1, 1, 1 / 3, 1 / 3, 1 / 3])
occ_beta = np.array([1, 1, 0, 0, 0])
diff = np.einsum('iikk,i,k->', J1 - J0, occ_alpha, occ_beta)
laplacian = 3 * 2 * diff / step**2     # spherical clouds: three equal directions
darwin_displaced = laplacian / (4 * c_light**2)
assert abs(darwin_displaced / darwin - 1) < 5e-4

# D[a,b,k,l] = integral of (d_x a)(d_y b) k l / r12
g = mol3.intor('int2e_ip1', shls_slice=(0, nb, nb, 3 * nb) + fixed)
g = g.reshape(3, 5, 10, 5, 5)[0]
D = -(g[:, :5] - g[:, 5:]) / (2 * step)
t = D - D.transpose(1, 0, 2, 3)
px, py = 2, 3
dir_def = np.array([-2 * t[px, py, k, k] for k in (0, 1)]) / (2 * c_light**2)
exc_a = np.array([t[px, k, k, py] for k in (0, 1)]) / (2 * c_light**2)
exc_b = np.array([t[k, py, px, k] for k in (0, 1)]) / (2 * c_light**2)
scale = abs(zeta_exc).max()
assert np.allclose(dir_def, zeta_dir, rtol=5e-4)
assert np.allclose(exc_a, exc_b, atol=5e-4 * scale)
assert np.allclose(exc_a + exc_b, zeta_exc, atol=5e-4 * scale)

# ---- Doublet splitting in units of zeta from the 6 x 6 matrix of l.s ----
eps = np.zeros((3, 3, 3))
for i in range(3):
    eps[i, (i + 1) % 3, (i + 2) % 3] = 1
    eps[i, (i + 2) % 3, (i + 1) % 3] = -1
ls = sum(np.kron(-1j * eps[i], sig[i] / 2) for i in range(3))
levels = np.linalg.eigvalsh(ls)
factor = levels[-1] - levels[0]
assert abs(factor - 1.5) < 1e-12

# ---- Unexpanded no-pair repulsion of the 1s pair, in momentum space ----
node, wt = np.polynomial.legendre.leggauss(80)
eta, w_eta = np.polynomial.legendre.leggauss(60)
mom = 4 * (1 + node) / (1 - node)
w_mom = 8 * wt / (1 - node)**2
q = mom[:, None, None]
sm = mom[None, :, None]
pa = sm + q / 2 * (1 + eta)
pb = sm + q / 2 * (1 - eta)


def phi_1s(p):
    return sum(v * (2 * pi * a)**-0.75 * np.exp(-p**2 / (4 * a))
               for a, v in zip(exp_s, Cs[:, 0]))


weight = 2 * pi * pa * pb * phi_1s(pa) * phi_1s(pb)
weight = weight * w_mom[None, :, None] * w_eta
F0 = weight.sum(axis=(1, 2))
J_1s = 2 / pi * np.sum(w_mom * F0**2)
assert abs(J_1s / J0[0, 0, 0, 0] - 1) < 1e-4


def nopair_shift(c):
    Ea, Eb = c * np.sqrt(c**2 + pa**2), c * np.sqrt(c**2 + pb**2)
    norm = np.sqrt((Ea + c**2) * (Eb + c**2) / (4 * Ea * Eb))
    pdot = (pa**2 + pb**2 - q**2) / 2
    M = norm * (1 + c**2 * pdot / ((Ea + c**2) * (Eb + c**2)))
    dF = (weight * (M - 1)).sum(axis=(1, 2))
    return 2 / pi * np.sum(w_mom * (2 * F0 * dF + dF**2))


shift = nopair_shift(c_light)
dev1 = shift / darwin_1s - 1
dev2 = nopair_shift(2 * c_light) / (darwin_1s / 4) - 1
assert abs(dev1) < 0.03
assert 3 < dev1 / dev2 < 5

# ---- Output ----
r_1s = integral(4 * pi * r**3 * ks[0]**2)
r_2p = integral(4 * pi / 3 * r**5 * f**2)
split = factor * EV
sso = zeta_dir.sum() + zeta_exc.sum()
print(f"speed of light: {c_light:.4f} a.u.")
print(f"1 hartree: {EV:.5f} eV;  1 bohr: {ANG:.6f} angstrom")
print(f"kernel remainder ratio, c=50 over c=100: {kernel_ratio:.3f}")
print("Boron 1s2 2s2 2p, restricted open-shell Hartree-Fock")
print(f"basis: {ns} s and {len(exp_p)} p even-tempered Gaussian shells")
print(f"s exponents: {exp_s.min():.3f} to {exp_s.max():.1f} bohr^-2")
print(f"p exponents: {exp_p.min():.3f} to {exp_p.max():.1f} bohr^-2")
print(f"total energy: {E_hf * EV:.4f} eV")
print(f"virial ratio -V/T: {virial:.6f}")
print(f"mean radius 1s: {r_1s * ANG:.4f} angstrom")
print(f"mean radius 2p: {r_2p * ANG:.4f} angstrom")
print("Two-electron Darwin term")
print(f"contact density, all pairs: {contact / ANG**3:.4f} angstrom^-3")
print(f"contact density, 1s pair: {contact_1s / ANG**3:.4f} angstrom^-3")
print(f"Darwin energy, all pairs: {darwin * EV:.6f} eV")
print(f"Darwin energy, all pairs: {darwin:.4e} hartree")
print(f"same from displaced clouds: {darwin_displaced * EV:.6f} eV")
print(f"Darwin energy, 1s pair: {darwin_1s * EV:.6f} eV")
print(f"1s pair repulsion, untransformed: {J_1s * EV:.4f} eV")
print(f"1s pair, unexpanded no-pair shift: {shift * EV:.6f} eV")
print(f"relative deviation from leading term, at c: {100 * dev1:.3f} %")
print(f"relative deviation from leading term, at 2c: {100 * dev2:.3f} %")
print(f"ratio of these deviations: {dev1 / dev2:.3f}")
print("2p doublet splitting E(3/2) - E(1/2) = factor * zeta")
print(f"factor: {factor:.3f}")
print(f"<r^-3> of 2p: {inv_r3 / ANG**3:.4f} angstrom^-3")
print(f"nuclear part: {zeta_nuc * split:.4e} eV")
for name, a, b in zip(('1s', '2s'), zeta_dir, zeta_exc):
    print(f"spin-same-orbit direct, {name}: {a * split:.4e} eV")
    print(f"spin-same-orbit exchange, {name}: {b * split:.4e} eV")
print(f"spin-same-orbit direct, sum: {zeta_dir.sum() * split:.4e} eV")
print(f"same from displaced orbitals: {dir_def.sum() * split:.4e} eV")
print(f"spin-same-orbit exchange, sum: {zeta_exc.sum() * split:.4e} eV")
print(f"same from displaced orbitals: {(exc_a + exc_b).sum() * split:.4e} eV")
print(f"spin-same-orbit total: {sso * split:.4e} eV")
print(f"spin-same-orbit total: {sso * factor:.4e} hartree")
print(f"spin-same-orbit over nuclear part: {100 * sso / zeta_nuc:.2f} %")
print(f"nuclear plus spin-same-orbit: {(zeta_nuc + sso) * split:.4e} eV")
print("success")
```

Running it gives:

```
speed of light: 137.0360 a.u.
1 hartree: 27.21139 eV;  1 bohr: 0.529177 angstrom
kernel remainder ratio, c=50 over c=100: 15.990
Boron 1s2 2s2 2p, restricted open-shell Hartree-Fock
basis: 14 s and 10 p even-tempered Gaussian shells
s exponents: 0.050 to 7450.6 bohr^-2
p exponents: 0.035 to 133.5 bohr^-2
total energy: -667.4637 eV
virial ratio -V/T: 2.000021
mean radius 1s: 0.1724 angstrom
mean radius 2p: 1.1668 angstrom
Two-electron Darwin term
contact density, all pairs: 29.5511 angstrom^-3
contact density, 1s pair: 27.3765 angstrom^-3
Darwin energy, all pairs: -0.019935 eV
Darwin energy, all pairs: -7.3258e-04 hartree
same from displaced clouds: -0.019935 eV
Darwin energy, 1s pair: -0.018468 eV
1s pair repulsion, untransformed: 78.6955 eV
1s pair, unexpanded no-pair shift: -0.018386 eV
relative deviation from leading term, at c: -0.440 %
relative deviation from leading term, at 2c: -0.112 %
ratio of these deviations: 3.940
2p doublet splitting E(3/2) - E(1/2) = factor * zeta
factor: 1.500
<r^-3> of 2p: 5.2301 angstrom^-3
nuclear part: 4.2114e-03 eV
spin-same-orbit direct, 1s: -1.2120e-03 eV
spin-same-orbit exchange, 1s: -3.1839e-04 eV
spin-same-orbit direct, 2s: -1.4945e-04 eV
spin-same-orbit exchange, 2s: -5.0920e-06 eV
spin-same-orbit direct, sum: -1.3614e-03 eV
same from displaced orbitals: -1.3614e-03 eV
spin-same-orbit exchange, sum: -3.2349e-04 eV
same from displaced orbitals: -3.2348e-04 eV
spin-same-orbit total: -1.6849e-03 eV
spin-same-orbit total: -6.1919e-05 hartree
spin-same-orbit over nuclear part: -40.01 %
nuclear plus spin-same-orbit: 2.5265e-03 eV
success
```
